\section*{Why Weak-Coupling Multiphonon Capture Falls Almost Exponentially with Energy}

\section{What dimensions and symmetry fix}

A carrier falls into a defect level and gives its energy to lattice vibrations. Let $E>0$ be the zero-phonon transition energy: the energy of the relaxed initial state minus that of the relaxed final state. In the simplest model one vibration of frequency $\omega$ receives this energy, and capture only moves its equilibrium position. I set $\hbar=1$ in the formulas and use eV and meV for energies.

To lowest order in the electronic coupling $V$ the rate is proportional to $V^2$. A rate has the dimension of energy, so
\begin{equation}
\Gamma=\frac{2\pi V^2}{\omega}\,F\!\left(\frac E\omega,\,S,\,\frac{k_BT}{\omega}\right).
\label{dim}
\end{equation}
The dimensionless displacement $\alpha$ enters through $S=\alpha^2$, the Huang--Rhys factor, because reflecting the coordinate reverses $\alpha$ but cannot change a rate.

The transition energy thus appears as a phonon number, $p=E/\omega$. The displacement adds a term linear in the coordinate to the oscillator Hamiltonian, and each action of that term changes the phonon number by one. Starting from the vibrational ground state, the amplitude for $p$ phonons therefore begins at order $\alpha^p$, and the probability at order $S^p$. This already suggests an exponential law for small $S$. The coefficient of $S^p$ also depends on $p$, however, and must be calculated.

\section{First contribution: the shifted lattice}

Let $Q$ be the mass-weighted coordinate, measured from the initial equilibrium, and let the final equilibrium lie at $\Delta Q$. With $a$ and $b$ the phonon annihilation operators before and after capture,
\begin{equation}
Q=\frac{a+a^\dagger}{\sqrt{2\omega}},\qquad b=a-\alpha,\qquad
\alpha=\Delta Q\sqrt{\frac{\omega}{2}},\qquad S=\frac{\omega\,\Delta Q^2}{2}.
\end{equation}
The relaxation energy is $\omega^2\Delta Q^2/2=S\omega$. The frequency is assumed unchanged, so the zero-point energies cancel in $E$.

At zero temperature the initial state obeys $a|0_i\rangle=0$, hence $b|0_i\rangle=-\alpha|0_i\rangle$. Expand it in final phonon states, $|0_i\rangle=\sum_p c_p|p_f\rangle$. Since $b|p_f\rangle=\sqrt p\,|(p-1)_f\rangle$, comparing coefficients gives
\begin{equation}
\sqrt{p+1}\,c_{p+1}=-\alpha c_p
\quad\Rightarrow\quad c_p=\frac{(-\alpha)^p}{\sqrt{p!}}\,c_0 .
\end{equation}
Normalization requires $|c_0|^2\sum_pS^p/p!=|c_0|^2e^S=1$. The probability of $p$ phonons is therefore
\begin{equation}
P_p=|c_p|^2=e^{-S}\frac{S^p}{p!},\qquad \frac{P_{p+1}}{P_p}=\frac{S}{p+1}.
\label{poisson}
\end{equation}

The ratio contains the explanation. Raising $E$ by $\omega$ requires one more phonon, and that phonon multiplies the probability by $S/(p+1)$. The rate falls if $p+1>S$. A large phonon number is thus not sufficient by itself: it must be large compared with $S$.

The $p$ phonons are emitted simultaneously in a definite sense. The final state of the single electronic transition already contains all $p$ quanta, because fewer would not conserve energy. The word does not say how the quanta later leave the defect; they may do so one after another.

\subsection*{How straight is the logarithmic plot?}

From the ratio in (\ref{poisson}), the second difference is
\begin{equation}
\ln P_{p+1}-2\ln P_p+\ln P_{p-1}
=\ln\frac{S}{p+1}-\ln\frac Sp=\ln\frac{p}{p+1}\approx-\frac1p .
\end{equation}
An exponential would give zero. The actual curve bends downwards, by less and less as $p$ grows. Stirling's formula, $\ln p!\approx p\ln p-p+\frac12\ln(2\pi p)$, gives
\begin{equation}
\ln P_p\approx-S-p\left(\ln\frac pS-1\right)-\frac12\ln(2\pi p).
\label{stirling}
\end{equation}
Two exponents must be kept apart. The average exponent per phonon counted from $p=0$ is $(\ln P_0-\ln P_p)/p$, which equals the bracket plus $\ln(2\pi p)/(2p)$. The local slope follows by differentiation:
\begin{equation}
-\frac{d\ln P_p}{dp}\approx\left(\ln\frac pS-1\right)+1+\frac1{2p}
=\ln\frac pS+\frac1{2p}.
\end{equation}
The added $1$ comes from differentiating the logarithm. For $S=0.5$ and $p=10$ the average exponent is $2.20$, of which the bracket supplies $2.00$, but the local slope is $3.05$. Using the first as a local decay constant would make the fall much too slow.

Take $\omega=40$ meV and $S=0.5$. At $E=0.4$ eV, $p=10$ and $P_{10}=1.63\times10^{-10}$; at $0.8$ eV, $p=20$ and $P_{20}=2.38\times10^{-25}$. The ratio is $6.87\times10^{14}$, with logarithm $34.2$. Its two sources can be separated:
\begin{equation}
\frac{P_{10}}{P_{20}}=S^{-10}\,\frac{20!}{10!}
=1024\times6.70\times10^{11}.
\end{equation}
Small coupling supplies $6.9$ of the logarithm and the factorial $27.2$. In this energy range the factorial matters more, although $S<1$.

At the midpoint, $P_{15}$ exceeds the geometric mean of $P_{10}$ and $P_{20}$ by a factor of $2.27$; a pure exponential would give $1$. The bend is small beside a fall of nearly fifteen powers of ten. Even so, the factor for the next phonon drops from $0.0455$ at $p=10$ to $0.0238$ at $p=20$. An exponential fitted over a narrow range should not be extended far.

\section{Second contribution: the form of the coupling}

So far $V$ was constant. Now let the coupling be proportional to the coordinate, $V=WQ$, with no constant term. With $Q$ measured from the initial equilibrium, write $Q=\Delta Q+(b+b^\dagger)/\sqrt{2\omega}$ and use $\Delta Q=2\alpha/\sqrt{2\omega}$:
\begin{align}
\sqrt{2\omega}\,\langle p_f|Q|0_i\rangle
&=2\alpha c_p-\alpha c_p+\sqrt p\,c_{p-1}\nonumber\\
&=\alpha c_p-\frac p\alpha c_p=-\frac{p-S}{\alpha}\,c_p .
\end{align}
The second line uses $c_{p-1}=-\sqrt p\,c_p/\alpha$. Therefore
\begin{equation}
|\langle p_f|Q|0_i\rangle|^2=\frac{1}{2\omega}\,\frac{(p-S)^2}{S}\,P_p .
\label{linear}
\end{equation}
For small $S$ and $p\geq1$ this varies as $S^{p-1}$. The coupling operator itself creates one phonon, and the displacement has to supply the other $p-1$.

The new factor changes the size of the rate considerably but its trend little. Between $p=10$ and $p=20$ it grows by $(19.5/9.5)^2=4.2$, so the ratio of the two rates becomes $1.63\times10^{14}$ instead of $6.87\times10^{14}$. The logarithm changes by $1.4$ out of $34.2$. The vibrational overlap, rather than the form of the coupling, sets the gap law in this example.

Formulas (\ref{poisson}) and (\ref{linear}) were tested against a numerical diagonalization of the shifted oscillator for $S=0.5$ and $p=1$ to $12$. They agree to within one part in $10^6$.

\section{Third contribution: a band of phonons}

One sharp frequency permits energy conservation only at $E=p\omega$. A crystal has many modes $k$, with frequencies $\omega_k$ and Huang--Rhys factors $S_k$, where $\sum_kS_k=S$. I return to constant $V$. The golden rule at zero temperature reads
\begin{equation}
\Gamma=2\pi V^2G(E),\qquad
G(E)=\sum_{\{n\}}w(\{n\})\,\delta\Big(E-\sum_kn_k\omega_k\Big),
\end{equation}
with $w(\{n\})=\prod_ke^{-S_k}S_k^{n_k}/n_k!$. For dense modes and multiphonon energies $G$ is smooth. The factorial survives the spreading over modes, because the multinomial theorem gives
\begin{equation}
\sum_{\sum n_k=n}\ \prod_k\frac{S_k^{n_k}}{n_k!}=\frac{S^n}{n!}.
\end{equation}

To find the slope, use $n_kw(\ldots,n_k,\ldots)=S_kw(\ldots,n_k-1,\ldots)$. Removing one phonon from mode $k$ leaves the others with energy $E-\omega_k$, so the mean number in that mode, given total energy $E$, is
\begin{equation}
\langle n_k\rangle_E=S_k\,\frac{G(E-\omega_k)}{G(E)} .
\label{number}
\end{equation}
Multiply by $\omega_k$ and sum. Since the phonon energies add up to $E$,
\begin{equation}
E\,G(E)=\sum_kS_k\omega_k\,G(E-\omega_k).
\label{identity}
\end{equation}
Define the local decay constant $\tau=-d\ln G/dE$. If $\tau$ changes little over one phonon energy, then $G(E-\omega_k)\approx G(E)e^{\omega_k\tau}$, and
\begin{equation}
E=\sum_kS_k\omega_ke^{\omega_k\tau}.
\label{tau}
\end{equation}
Differentiating with respect to $E$ gives
\begin{equation}
1=\frac{d\tau}{dE}\sum_kS_k\omega_k^2e^{\omega_k\tau}
\quad\Rightarrow\quad
\frac{d\tau}{dE}=\frac1{\sum_kS_k\omega_k^2e^{\omega_k\tau}}>0 .
\label{bend}
\end{equation}
The slope steepens, but slowly when many phonons are emitted. For one frequency, (\ref{tau}) returns $\tau=\ln(p/S)/\omega$.

\subsection*{Worked example}

Let the band extend from $20$ to $60$ meV, with $S_k$ following a parabola that vanishes at both ends, and keep $S=0.5$. For one carrier in a volume $\Omega$, $V^2$ scales as $1/\Omega$, so the capture coefficient $C=\Omega\Gamma$ does not depend on the volume chosen. I take $V^2\Omega=10^{-4}$ eV$^2\,$nm$^3$. These are round model parameters.

\begin{center}
\begin{tabular}{cccc}
$E$ (eV) & $C$ (cm$^3$/s) & phonons & $\tau$ (1/eV)\\
0.4 & $2.2\times10^{-17}$ & 8.9 & 68.8\\
0.6 & $1.0\times10^{-23}$ & 13.1 & 76.9\\
0.8 & $1.1\times10^{-30}$ & 17.4 & 82.8
\end{tabular}
\end{center}

With $\hbar$ restored, $C=(2\pi/\hbar)V^2\Omega\,G$. At $0.4$ eV, $G=2.35\times10^{-8}$ eV$^{-1}$, so the prefactor is $C/G=9.5\times10^{-10}$ eV$\,$cm$^3$/s. The other two rows give the same value, as they must: the fall of $C$ comes from $G$ alone.

The values of $\tau$ in the table are slopes of the full mode sum, averaged over an interval of $40$ meV; the local slope still varies slightly with the structure of the band. Equation (\ref{tau}) gives $67.5$, $76.1$ and $82.2$ eV$^{-1}$, slightly less. The sign and size of the difference follow from the neglected bend. To next order,
\begin{equation}
\ln\frac{G(E-\omega_k)}{G(E)}\approx\omega_k\tau-\frac{\omega_k^2}{2}\frac{d\tau}{dE},
\end{equation}
so $\tau$ must exceed the solution of (\ref{tau}) by roughly $\frac12\omega\,d\tau/dE$. At $0.6$ eV, with $d\tau/dE=35.3$ eV$^{-2}$ and $45.7$ meV per phonon, this is $0.8$ eV$^{-1}$, the difference found.

The mean energy per phonon is $45$ to $46$ meV, above the band centre at $40$ meV. Equation (\ref{number}) shows why: $\langle n_k\rangle_E\approx S_ke^{\omega_k\tau}$. At $0.4$ eV the exponential favours a $60$ meV mode over a $20$ meV mode by $e^{0.04\times67.5}\approx15$ for equal $S_k$. Energetic phonons reduce the number required.

This choice weakens the gap law. From $0.4$ to $0.8$ eV, $G$ falls by $1.97\times10^{13}$, against $6.87\times10^{14}$ for the single mode at the band centre. For this band the spread of frequencies removes $3.6$ from the logarithm of the fall. The amount depends on the width of the band. A very narrow band offers no choice of energetic phonons; it only broadens the $p$-phonon peak in proportion to $\sqrt p$, which adds about $\frac12\ln2=0.35$ to the logarithm instead.

\section{Fourth contribution: temperature}

Return to one mode and constant $V$, with mean thermal occupation $\bar n$. Let $P_p(T)$ be the probability of a net gain of $p$ phonons, and let $\theta$ be a real variable. The characteristic function is
\begin{equation}
\sum_pP_p(T)e^{ip\theta}
=\big\langle e^{i\theta b^\dagger b}e^{-i\theta a^\dagger a}\big\rangle .
\end{equation}
The displacement operator $D(\gamma)=e^{\gamma a^\dagger-\gamma^*a}$ satisfies $D(\alpha)aD(-\alpha)=a-\alpha=b$. The operator product is therefore
\begin{equation}
D(\alpha)\,e^{i\theta a^\dagger a}D(-\alpha)e^{-i\theta a^\dagger a}
=D(\alpha)D(-\alpha e^{i\theta})
=e^{iS\sin\theta}D(\gamma),
\end{equation}
where $\gamma=\alpha(1-e^{i\theta})$ and the phase comes from the commutator of the two exponents. For the thermal average, put $D(\gamma)$ in normal order. Terms with unequal powers of $a^\dagger$ and $a$ vanish, and the geometric distribution of occupations gives $\langle a^{\dagger j}a^j\rangle=j!\,\bar n^j$. Hence
\begin{equation}
\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}\sum_j\frac{(-|\gamma|^2)^j}{(j!)^2}\,j!\,\bar n^j
=e^{-|\gamma|^2(\bar n+1/2)} .
\end{equation}
With $|\gamma|^2=S(2-e^{i\theta}-e^{-i\theta})$ and $iS\sin\theta=\frac S2(e^{i\theta}-e^{-i\theta})$, the characteristic function becomes
\begin{equation}
\exp\!\left[-S(2\bar n+1)+S(\bar n+1)e^{i\theta}+S\bar n\,e^{-i\theta}\right].
\end{equation}
Expand the last two exponentials and collect $e^{ip\theta}$, with $p+j$ emissions and $j$ absorptions:
\begin{equation}
P_p(T)=e^{-S(2\bar n+1)}\sum_{j\geq0}
\frac{[S(\bar n+1)]^{p+j}(S\bar n)^j}{(p+j)!\,j!}.
\label{thermal}
\end{equation}
If $S^2\bar n(\bar n+1)\ll p+1$, the term $j=0$ dominates. Each phonon then brings a factor $\bar n+1$ from stimulated emission, and the local exponent is about $\ln\{p/[S(\bar n+1)]\}$.

For small $S$, the response to heat therefore gives the approximate number of phonons. To first order in $\bar n$, the term $j=0$ contributes $p-2S$ and the term $j=1$ contributes $S^2/(p+1)$:
\begin{equation}
\left.\frac{d\ln P_p}{d\bar n}\right|_{\bar n=0}=p-2S+\frac{S^2}{p+1}.
\end{equation}
For $p=10$ this is $10-1+0.023=9.023$, and thermal sums over numerically computed overlaps give the same value.

At $300$ K the $40$ meV mode has $\bar n=0.270$. The rate rises by a factor of $8.4$ at $p=10$ and of $92$ at $p=20$. Heating thus reduces the contrast between the two energies by $92/8.4\approx11$, or $2.4$ in the logarithm. It weakens the gap law without removing it.

\section{Weighing the contributions}

The table lists logarithms of the rate ratio between $0.4$ and $0.8$ eV. The first two rows make up the single-mode result; each later row is a separate change to it, and the changes have not been combined.

\begin{center}
\begin{tabular}{lr}
Small coupling, $S^{-10}$ & $+6.9$\\
Factorial, $20!/10!$ & $+27.2$\\
Linear instead of constant coupling & $-1.4$\\
Temperature of 300 K & $-2.4$\\
Spread of phonon frequencies & $-3.6$
\end{tabular}
\end{center}

Two controls separate phonon number from energy. First, double all frequencies while holding $E$, $V$ and $S$ fixed. The dimensional argument gives $G_{2\omega}(2E)=\frac12G_\omega(E)$, so capture at $0.8$ eV now needs the phonon number previously needed at $0.4$ eV: $8.9$ instead of $17.4$. The computed rate rises by a factor of about $10^{13}$. The energy has not changed; the number of phonons has.

Second, keep the original band and raise $S$ to $15$. Now $G$ increases from $0.057$ to $1.25$ and $2.50$ eV$^{-1}$ at $0.2$, $0.4$ and $0.6$ eV, then decreases to $1.05$ eV$^{-1}$ at $0.8$ eV. More phonons are needed at each step, yet the rate first grows. Equation (\ref{tau}) puts the turning point, $\tau=0$, near $E_r=\sum_kS_k\omega_k=15\times40$ meV $=0.6$ eV. The neglected bend, which adds roughly $\frac12\omega\,d\tau/dE$ to $\tau$, moves the maximum down by about half a phonon energy, to $0.58$ eV.

Near that point the law has another form. For $|\omega_k\tau|\ll1$, expanding (\ref{tau}) to first order gives $\tau\approx(E-E_r)/\sigma^2$ with $\sigma^2=\sum_kS_k\omega_k^2$. Integrating $d\ln G/dE=-\tau$ then yields
\begin{equation}
G(E)\approx G(E_r)\exp\!\left[-\frac{(E-E_r)^2}{2\sigma^2}\right].
\end{equation}
This is a Gaussian, not an exponential. The gap law belongs to the far side, $E\gg E_r$, where each additional phonon is costly.

\section{Where the result can fail}

The comparison holds $V$, $S_k$ and $\omega_k$ fixed while $E$ varies. Different defects generally differ in all of them, so their rates need not lie on one curve. The value $S=0.5$ describes weak relaxation; many deep defects in semiconductors relax strongly, with $S$ of order ten, and at these energies they resemble the second control rather than the far side $E\gg E_r$. At energies of only a few phonons, $G$ retains the structure of the band and a smooth slope has little meaning. If another electronic level lies between the initial and final states, capture may proceed in steps, and the formulas apply to the energy of each step.

Changes of frequency and anharmonicity alter the overlaps. High phonon numbers probe the far tail of these overlaps, where a small change can matter greatly. For $S=0.5$, defined with the initial frequency, and fixed $\Delta Q$, a final frequency $10\%$ higher multiplies $P_{10}$ by about $190$ and $P_{20}$ by about $2\times10^7$. These factors compare equal phonon numbers, not equal energies. This changes the logarithm of their ratio by more than the last three rows of the table above together. The smallest rates therefore deserve little trust as absolute values, and the slopes found here hold only for unchanged frequencies. The model also omits the carrier's kinetic energy, Coulomb attraction or repulsion, and radiative capture. A coefficient of $10^{-30}$ cm$^3$/s describes this one channel, not the total capture by a real defect.

\section*{Numbers as computed}
\begin{verbatim}
single mode: frequency 40 meV, S = 0.5
p = 5: E = 0.2 eV, P_p = 1.580e-04, next-phonon factor = 0.0833
p = 10: E = 0.4 eV, P_p = 1.632e-10, next-phonon factor = 0.0455
p = 15: E = 0.6 eV, P_p = 1.415e-17, next-phonon factor = 0.0312
p = 20: E = 0.8 eV, P_p = 2.378e-25, next-phonon factor = 0.0238
p = 10: ln(p/S) = 2.996, average exponent ln(p/S)-1 = 1.996
p = 20: ln(p/S) = 3.689, average exponent ln(p/S)-1 = 2.689
P_10/P_20 = 6.865e+14
P_15 over geometric mean of P_10 and P_20 = 2.272
linear coupling, weight in units 1/(2 omega): p=10 2.946e-08, p=20 1.808e-22
linear coupling, ratio p=10 to p=20 = 1.629e+14
thermal phonon number at 300 K = 0.2704
p = 10: P_p(300 K) = 1.374e-09, ratio to zero temperature = 8.42
p = 20: P_p(300 K) = 2.183e-23, ratio to zero temperature = 91.83
p = 5: d ln P_p/d nbar at nbar=0, from overlaps = 4.0417
p = 10: d ln P_p/d nbar at nbar=0, from overlaps = 9.0227
band: 20 to 60 meV, S = 0.5, zero temperature
V^2 times volume = 1.0e-04 eV^2 nm^3
E = 0.4 eV: G = 2.349e-08 1/eV, capture coefficient = 2.242e-17 cm^3/s
  mean phonon number = 8.89, energy per phonon = 44.98 meV
  decay constant: mode sum 68.75 1/eV, formula 67.45 1/eV
  energy for a fall by e (mode sum) = 14.55 meV
E = 0.6 eV: G = 1.062e-14 1/eV, capture coefficient = 1.014e-23 cm^3/s
  mean phonon number = 13.14, energy per phonon = 45.65 meV
  decay constant: mode sum 76.91 1/eV, formula 76.10 1/eV
  energy for a fall by e (mode sum) = 13.00 meV
E = 0.8 eV: G = 1.193e-21 1/eV, capture coefficient = 1.138e-30 cm^3/s
  mean phonon number = 17.36, energy per phonon = 46.07 meV
  decay constant: mode sum 82.80 1/eV, formula 82.18 1/eV
  energy for a fall by e (mode sum) = 12.08 meV
G(0.4 eV)/G(0.8 eV) = 1.970e+13
G(0.6 eV) over geometric mean of G(0.4) and G(0.8) = 2.007
d tau/dE at 0.6 eV = 35.34 1/eV^2
all frequencies doubled, E = 0.8 eV: G = 1.178e-08 1/eV, gain = 9.878e+12
strong coupling, S = 15:
  E = 0.2 eV: G = 5.661e-02 1/eV
  E = 0.4 eV: G = 1.245e+00 1/eV
  E = 0.6 eV: G = 2.498e+00 1/eV
  E = 0.8 eV: G = 1.054e+00 1/eV
\end{verbatim}
